# Circular and Linear Two-Photon Absorption in a Fluid through McClain's Invariants: a program that tests the result

```python
"""Two-photon absorption of one beam by randomly oriented molecules.

Result under test, for a symmetric two-photon tensor S and unit polarization e:
    <|e.S.e|^2> = [(2p-1) F + (3-p) G] / 15,   p = |e.e|^2,
    F = |trace S|^2,   G = sum_ij |S_ij|^2,
    circular/linear ratio = (3G - F)/(F + 2G):
    3/2 for traceless S, 2/3 for one diagonal element.
S_ij = 1/2 sum_n [mu_i(fn) mu_j(ng) + mu_j(fn) mu_i(ng)] / (E_n - E_g - omega).
Atomic units are used unless a unit is printed.
The example is CO with configuration interaction singles (CIS).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, fci
from pyscf.tdscf import rhf as td_rhf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)
LINEAR = np.array([1, 0, 0], complex)
CIRCULAR = np.array([1, 1j, 0]) / np.sqrt(2)

# ---- orientation average from its definition: quadrature over rotations ----
# The integrand has degree four in the direction cosines, so this is exact.
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(5)
circle = 2 * np.pi * np.arange(6) / 6
angles, weights = [], []
for c, w in zip(cos_nodes, cos_weights):
    for alpha in circle:
        for gamma in circle:
            angles.append([alpha, np.arccos(c), gamma])
            weights.append(w / 72)
rotations = Rotation.from_euler("ZYZ", np.array(angles)).as_matrix()
weights = np.array(weights)


def average_by_quadrature(tensor, pol1, pol2):
    amplitude = np.einsum("i,ria,ab,rjb,j->r", pol1, rotations, tensor,
                          rotations, pol2, optimize=True)
    return float(weights @ np.abs(amplitude) ** 2)


def invariants(tensor):
    return abs(np.trace(tensor)) ** 2, np.sum(np.abs(tensor) ** 2)


def average_by_formula(F, G, p):
    return ((2 * p - 1) * F + (3 - p) * G) / 15


def ratio_by_quadrature(tensor):
    return (average_by_quadrature(tensor, CIRCULAR, CIRCULAR)
            / average_by_quadrature(tensor, LINEAR, LINEAR))


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


# Gram matrix of the isotropic tensors and its inverse
d = np.eye(3)
isotropic = [np.einsum(s, d, d) for s in ("ij,kl->ijkl", "ik,jl->ijkl", "il,jk->ijkl")]
gram = np.array([[np.sum(a * b) for b in isotropic] for a in isotropic])
assert np.allclose(30 * np.linalg.inv(gram), 5 * np.eye(3) - np.ones((3, 3)))

# general two-polarization law, with complex unsymmetric tensors
for _ in range(10):
    T = random_complex(3, 3)
    u, v = random_complex(3), random_complex(3)
    u, v = u / np.linalg.norm(u), v / np.linalg.norm(v)
    plain, conj = abs(u @ v) ** 2, abs(u @ v.conj()) ** 2
    dF, dG = invariants(T)
    dH = np.sum(T * T.T.conj()).real
    law = ((4 * plain - 1 - conj) * dF + (4 - plain - conj) * dG
           + (4 * conj - 1 - plain) * dH) / 30
    assert np.isclose(law, average_by_quadrature(T, u, v), rtol=1e-10)

# one beam: symmetric tensors, any ellipticity, and the bounds of the ratio
for _ in range(40):
    T = random_complex(3, 3)
    S = (T + T.T) / 2
    e = random_complex(3)
    e /= np.linalg.norm(e)
    F, G = invariants(S)
    direct = average_by_quadrature(S, e, e)
    assert np.isclose(direct, average_by_formula(F, G, abs(e @ e) ** 2), rtol=1e-10)
    assert np.isclose(direct, average_by_quadrature(T, e, e), rtol=1e-10)
    assert 0 <= ratio_by_quadrature(S) <= 1.5 + 1e-10
    traceless = S - np.trace(S) * np.eye(3) / 3
    assert np.isclose(ratio_by_quadrature(traceless), 1.5, rtol=1e-10)

special = {"one element diag(0,0,1)": np.diag([0.0, 0, 1]),
           "traceless diag(1,1,-2)": np.diag([1.0, 1, -2]),
           "isotropic diag(1,1,1)": np.eye(3),
           "counterexample diag(2,2,-1)": np.diag([2.0, 2, -1])}
special_ratio = {name: ratio_by_quadrature(S) for name, S in special.items()}
assert np.allclose(list(special_ratio.values()), [2 / 3, 1.5, 0, 2 / 3], atol=1e-10)


# ---- the two-photon tensor, checked by propagation in time ----
def two_photon_tensor(energies, dipoles, final, omega):
    """Ground state has index 0; the sum includes ground and final states."""
    raw = np.einsum("an,bn,n->ab", dipoles[:, final, :], dipoles[:, :, 0],
                    1 / (energies - energies[0] - omega))
    return (raw + raw.T) / 2


model_energy = np.array([0, 0.8, 1.3, 1.0])      # last level is the final state
model_dipole = np.array([
    [[0.0, 0.8, 0.3, 0.2], [0.8, 0.1, 0.2, 0.6],
     [0.3, 0.2, 0.0, 0.5], [0.2, 0.6, 0.5, 0.4]],
    [[0.1, -0.2, 0.6, 0.3], [-0.2, 0.0, 0.1, 0.5],
     [0.6, 0.1, 0.2, -0.4], [0.3, 0.5, -0.4, -0.3]]])
model_omega, field, duration, n_steps = 0.5, 0.02, 400.0, 8000
model_S = two_photon_tensor(model_energy, model_dipole, 3, model_omega)


def propagated_probability(pol):
    dt = duration / n_steps
    t = (np.arange(n_steps) + 0.5) * dt
    envelope = field * np.sin(np.pi * t / duration) ** 2
    E = envelope * np.real(pol[:, None] * np.exp(-1j * model_omega * t))
    H = np.diag(model_energy) - np.einsum("at,amn->tmn", E, model_dipole)
    val, vec = np.linalg.eigh(H)
    steps = np.einsum("tmk,tk,tnk->tmn", vec, np.exp(-1j * val * dt), vec)
    psi = np.array([1, 0, 0, 0], complex)
    for U in steps:
        psi = U @ psi
    return abs(psi[3]) ** 2


model_result = {}
for name, pol in (("linear", LINEAR[:2]), ("circular", CIRCULAR[:2])):
    # the squared envelope sin^4 has the mean 3/8
    coupling = field ** 2 / 4 * abs(pol @ model_S @ pol)
    predicted = (coupling * 3 * duration / 8) ** 2
    found = propagated_probability(pol)
    # higher orders in the field (level shifts) are left out of the prediction
    assert abs(found / predicted - 1) < 0.03, (name, found, predicted)
    model_result[name] = (predicted, found)


# ---- one-electron operators between the HF state and singlet singles ----
def singles_matrix(op, n_occ):
    n_vir = len(op) - n_occ
    occ, vir = slice(0, n_occ), slice(n_occ, None)
    size = 1 + n_occ * n_vir
    M = np.zeros((size, size))
    M[0, 0] = 2 * np.trace(op[occ, occ])
    M[0, 1:] = np.sqrt(2) * op[occ, vir].ravel()
    M[1:, 0] = np.sqrt(2) * op[vir, occ].T.ravel()
    M[1:, 1:] = (np.kron(np.eye(n_occ), op[vir, vir])
                 - np.kron(op[occ, occ].T, np.eye(n_vir))
                 + M[0, 0] * np.eye(size - 1))
    return M


# check with explicit determinants: 4 electrons in 5 orbitals
test_op = rng.normal(size=(5, 5))
test_op = test_op + test_op.T
reference = np.zeros((10, 10))
reference[0, 0] = 1
states = [reference]
for i in range(2):
    for a in range(2, 5):
        excite = np.zeros((5, 5))
        excite[a, i] = excite[i, a] = 1
        states.append(fci.direct_spin1.contract_1e(excite, reference, 5, (2, 2))
                      / np.sqrt(2))
images = [fci.direct_spin1.contract_1e(test_op, s, 5, (2, 2)) for s in states]
explicit = np.array([[np.sum(s * im) for im in images] for s in states])
assert np.allclose(explicit, singles_matrix(test_op, 2), atol=1e-10)

# ---- CO ----
bond = 1.13
mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, bond)]], basis="aug-cc-pvdz",
            unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-7
mf.kernel()
assert mf.converged
n_occ = mol.nelectron // 2
C = mf.mo_coeff
A = td_rhf.get_ab(mf)[0]
n_single = A.shape[0] * A.shape[1]
A = A.reshape(n_single, n_single)
excitation, vectors = np.linalg.eigh(A)
energies = np.concatenate([[0], excitation])
basis = np.zeros((n_single + 1, n_single + 1))
basis[0, 0] = 1
basis[1:, 1:] = vectors

nuclear = mol.atom_charges() @ mol.atom_coords()
dipoles = []
for k, r_ao in enumerate(mol.intor("int1e_r")):
    mu = -singles_matrix(C.T @ r_ao @ C, n_occ) + nuclear[k] * np.eye(n_single + 1)
    dipoles.append(basis.T @ mu @ basis)
dipoles = np.array(dipoles)
assert np.allclose(dipoles[:, 0, 0], mf.dip_moment(unit="AU", verbose=0), atol=1e-5)

# rotation about the axis: classify the states by Lambda
rotation_ao = mol.intor("int1e_cg_irxp", comp=3)[2]
Lz = singles_matrix(C.T @ rotation_ao @ C, n_occ)[1:, 1:]
assert np.max(np.abs(A @ Lz - Lz @ A)) < 1e-4
lambda_squared = np.sum((Lz @ vectors) ** 2, axis=0)
low = slice(0, 20)
Lam = np.sqrt(np.abs(lambda_squared))
assert np.max(np.abs(lambda_squared[low] - np.rint(Lam[low]) ** 2)) < 1e-3


def states_with(value):
    return [k + 1 for k in range(n_single) if abs(lambda_squared[k] - value ** 2) < 0.01]


pi_pair, delta_pair = states_with(1)[:2], states_with(2)[:2]
sigma = states_with(0)
sigma_plus = [k for k in sigma if abs(dipoles[2, k, 0]) > 1e-4][:2]
sigma_minus = [k for k in sigma if abs(dipoles[2, k, 0]) < 1e-6][0]
for pair in (pi_pair, delta_pair):
    assert abs(energies[pair[0]] - energies[pair[1]]) < 1e-6


def tensor_of(k, dip=dipoles):
    return two_photon_tensor(energies, dip, k, energies[k] / 2)


assert np.max(np.abs(tensor_of(sigma_minus))) < 1e-3
# a constant added to the dipole operator must drop out at two-photon resonance
shifted = dipoles + np.array([0.3, -0.5, 2.0])[:, None, None] * np.eye(n_single + 1)
for k in pi_pair + sigma_plus:
    assert np.allclose(tensor_of(k), tensor_of(k, shifted), atol=1e-7)

print("Ratio circular/linear, from quadrature over rotations:")
for name, value in special_ratio.items():
    print(f"  {name}: {abs(value):.4f}")
print("Four-level model, atomic units:")
print(f"  photon energy {model_omega}, peak field {field}, duration {duration:.0f}")
print(f"  S_xx {model_S[0,0]:.4f}, S_yy {model_S[1,1]:.4f}, S_xy {model_S[0,1]:.4f}")
for name, (predicted, found) in model_result.items():
    print(f"  {name}: probability predicted {predicted:.4e}, propagated {found:.4e}")
print(f"CO, CIS/aug-cc-pVDZ, bond length {bond} angstrom")
print(f"  singlet single excitations: {n_single}")
print(f"  Hartree-Fock dipole along C->O: {dipoles[2,0,0]:.4f} a.u.")
print(f"  lowest excitation energy: {energies[1]*HARTREE_EV:.3f} eV")

groups = [("lowest Pi", pi_pair), ("lowest Delta", delta_pair),
          ("first Sigma+", sigma_plus[:1]), ("second Sigma+", sigma_plus[1:])]
for name, members in groups:
    tensors = [tensor_of(k) for k in members]
    F, G = np.sum([invariants(S) for S in tensors], axis=0)
    linear = sum(average_by_quadrature(S, LINEAR, LINEAR) for S in tensors)
    circular = sum(average_by_quadrature(S, CIRCULAR, CIRCULAR) for S in tensors)
    assert np.isclose(linear, average_by_formula(F, G, 1), rtol=1e-9)
    assert np.isclose(circular, average_by_formula(F, G, 0), rtol=1e-9, atol=1e-12)
    energy = energies[members[0]]
    assert energy / 2 < energies[1]          # no intermediate resonance
    print(f"{name}: excitation {energy*HARTREE_EV:.3f} eV, "
          f"photon {energy*HARTREE_EV/2:.3f} eV")
    if len(members) == 2:
        assert np.isclose(circular / linear, 1.5, atol=1e-4)
        size = np.sqrt(G / 4)
        S = tensors[0]
        if name == "lowest Pi":
            assert np.isclose(np.hypot(S[0, 2], S[1, 2]), size, rtol=1e-3)
            label = "|S_xz| of the x component"
        else:
            assert np.isclose(np.hypot(S[0, 0], S[0, 1]), size, rtol=1e-3)
            label = "|S_xx| = |S_yy| of the x^2-y^2 component"
        print(f"  {label}: {size:.4f} a.u.")
    else:
        S = tensors[0] * np.sign(tensors[0][2, 2])
        scale = np.max(np.abs(S))
        assert np.allclose(S, np.diag([S[0, 0], S[0, 0], S[2, 2]]), atol=1e-4 * scale)
        t = S[0, 0] / S[2, 2]
        axial = 2 * (1 - t) ** 2 / (3 + 4 * t + 8 * t ** 2)
        assert np.isclose(circular / linear, axial, atol=1e-3)
        print(f"  S_xx = S_yy {S[0,0]:.4f}, S_zz {S[2,2]:.4f} a.u., "
              f"S_xx/S_zz {t:.4f}")
    print(f"  F {abs(F):.4f}, G {G:.4f} a.u.")
    print(f"  average linear {linear:.4f}, circular {circular:.4f} a.u.")
    print(f"  ratio circular/linear {circular/linear:.4f}")

print("checks complete")
```

Printed output:

```
Ratio circular/linear, from quadrature over rotations:
  one element diag(0,0,1): 0.6667
  traceless diag(1,1,-2): 1.5000
  isotropic diag(1,1,1): 0.0000
  counterexample diag(2,2,-1): 0.6667
Four-level model, atomic units:
  photon energy 0.5, peak field 0.02, duration 400
  S_xx 1.9475, S_yy -0.8733, S_xy 0.6192
  linear: probability predicted 8.5337e-04, propagated 8.5297e-04
  circular: probability predicted 5.3384e-04, propagated 5.3369e-04
CO, CIS/aug-cc-pVDZ, bond length 1.13 angstrom
  singlet single excitations: 273
  Hartree-Fock dipole along C->O: -0.1055 a.u.
  lowest excitation energy: 9.052 eV
lowest Pi: excitation 9.052 eV, photon 4.526 eV
  |S_xz| of the x component: 1.4769 a.u.
  F 0.0000, G 8.7249 a.u.
  average linear 1.1633, circular 1.7450 a.u.
  ratio circular/linear 1.5000
lowest Delta: excitation 10.108 eV, photon 5.054 eV
  |S_xx| = |S_yy| of the x^2-y^2 component: 0.4308 a.u.
  F 0.0000, G 0.7425 a.u.
  average linear 0.0990, circular 0.1485 a.u.
  ratio circular/linear 1.5000
first Sigma+: excitation 12.349 eV, photon 6.174 eV
  S_xx = S_yy 7.7636, S_zz 7.9756 a.u., S_xx/S_zz 0.9734
  F 552.3814, G 184.1571 a.u.
  average linear 61.3797, circular 0.0060 a.u.
  ratio circular/linear 0.0001
second Sigma+: excitation 12.802 eV, photon 6.401 eV
  S_xx = S_yy -1.5094, S_zz 1.2760 a.u., S_xx/S_zz -1.1829
  F 3.0371, G 6.1847 a.u.
  average linear 1.0271, circular 1.0345 a.u.
  ratio circular/linear 1.0072
checks complete
```
